# LAPW matrices for a constant potential and their free-electron limit

**Setting.** A simple cubic cell of side $a$ and volume $\Omega=a^3$ contains one sphere of radius $R<a/2$ at the origin. The potential is $V_0$ everywhere. Hartree atomic units are used in the algebra. For a plane-wave vector $\mathbf K=\mathbf k+\mathbf G$, the linearised augmented plane wave (LAPW) $\phi_{\mathbf K}$ is $\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$ outside the sphere. Inside, each angular component $l\le l_{\max}$ is a combination of a radial solution $u_l$ at a fixed energy $E>V_0$ and its energy derivative $\dot u_l$, joined to the plane wave in value and slope. Components with $l>l_{\max}$ are absent inside.

For numbers take $a=4$ Å, $R=1.6$ Å, $V_0=-10$ eV, $E=-4$ eV and $\mathbf k=(2\pi/a)(0.1,0.2,0.3)$. These are round model parameters; an empty lattice represents no particular material.

## Part (a): the interstitial

**Question.** Find the overlap of two plane waves $\mathbf K$ and $\mathbf Q$ over the cell without the sphere.

**Answer.** Let $\mathbf g=\mathbf Q-\mathbf K$, a reciprocal-lattice vector, and $x=gR$. The whole cell gives $\delta_{\mathbf g,0}$, from which the sphere is subtracted. The angular average of $e^{i\mathbf g\cdot\mathbf r}$ is $\sin(gr)/(gr)$, so

$$\int_{r<R}e^{i\mathbf g\cdot\mathbf r}d^3r=\frac{4\pi}{g}\int_0^R r\sin(gr)\,dr=\frac{4\pi}{g^3}(\sin x-x\cos x).$$

Since $j_1(x)=\sin x/x^2-\cos x/x$, the bracket is $x^2j_1(x)$, and

$$O(\mathbf g)=\delta_{\mathbf g,0}-\frac{4\pi R^3}{\Omega}\frac{j_1(gR)}{gR}.$$

For $x\to0$, $\sin x-x\cos x\to x^3/3$. The ratio $j_1(x)/x$ is then $1/3$, and $O(0)$ is one minus the sphere's volume fraction.

Here that fraction is 0.26808, so $O(0)=0.73192$. For $\mathbf g=(2\pi/a)(0,0,-1)$, $x=2.51327$ and $j_1(x)/x=0.165104$. The prefactor is $3\times0.26808=0.80425$, hence $O(\mathbf g)=-0.13278$.

## Part (b): radial functions and matching

**Question.** Construct $u_l$ and $\dot u_l$, find their Wronskian at $R$, and solve the matching conditions.

**Answer.** With $\kappa=\sqrt{2(E-V_0)}$, the regular normalised solution is

$$u_l=\frac{j_l(\kappa r)}{\sqrt{I_l}},\qquad I_l=\int_0^Rj_l^2(\kappa r)r^2dr.$$

Because $d\kappa/dE=1/\kappa$, differentiation gives

$$\dot u_l=\frac1{\sqrt{I_l}}\left[\frac r\kappa j_l'(\kappa r)-c_lj_l(\kappa r)\right],\quad c_l=\frac1{I_l}\int_0^R j_l(\kappa r)\frac r\kappa j_l'(\kappa r)r^2dr.$$

A prime on $j_l$ means differentiation with respect to its argument. The second term comes from differentiating $I_l^{-1/2}$; it makes $\langle u_l|\dot u_l\rangle=0$. Define $N_l=\langle\dot u_l|\dot u_l\rangle$.

Let $h_l$ be the radial Hamiltonian. Differentiating $(h_l-E)u_l=0$ gives $(h_l-E)\dot u_l=u_l$. Multiply this by $r^2u_l$, subtract $r^2\dot u_l(h_l-E)u_l=0$, and integrate. The potential and centrifugal terms cancel:

$$1=-\tfrac12\int_0^R\left[u_l(r^2\dot u_l')'-\dot u_l(r^2u_l')'\right]dr=-\tfrac12R^2W,$$

where $W=u_l\dot u_l'-u_l'\dot u_l$ at $R$ and primes on radial functions mean $d/dr$. Thus $R^2W=-2$.

The expansion $e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(Kr)Y_{lm}^*(\hat K)Y_{lm}(\hat r)$ supplies the boundary data $p_K=j_l(KR)$ and $s_K=Kj_l'(KR)$. The conditions are

$$a_Ku_l+b_K\dot u_l=p_K,\qquad a_Ku_l'+b_K\dot u_l'=s_K,$$

and Cramer's rule gives

$$a_K=\frac{p_K\dot u_l'-s_K\dot u_l}{W},\qquad b_K=\frac{s_Ku_l-p_Ku_l'}{W}.$$

The index $l$ on $a,b,p,s,W$ is understood.

## Part (c): the matrices

**Question.** Assemble $S$ and $H$, choosing a kinetic energy that keeps $H$ Hermitian at finite $l_{\max}$. Evaluate the problem with the two lowest waves.

**Answer.** The sum over $m$ of $(4\pi)^2Y_{lm}(\hat K)Y^*_{lm}(\hat Q)$ is $4\pi(2l+1)P_l(\cos\theta)$, where $\theta$ is the angle between $\mathbf K$ and $\mathbf Q$. Orthogonality of $u_l$ and $\dot u_l$ then gives

$$S_{KQ}=O(\mathbf g)+\frac{4\pi}\Omega\sum_{l\le l_{\max}}(2l+1)P_l\,[a_Ka_Q+N_lb_Kb_Q].$$

For $H$, integrate $\frac12\nabla\phi_K^*\cdot\nabla\phi_Q+V_0\phi_K^*\phi_Q$ in each region. For continuous functions with continuous slope this equals the usual Laplacian form, because the surface terms from the two sides cancel. The interstitial part is $(\frac12\mathbf K\cdot\mathbf Q+V_0)O(\mathbf g)$.

In the sphere, integration by parts turns the gradient form into the Laplacian form plus $\frac12R^2p_Ks_Q$ for each $l$. Also $h_l(a_Qu_l+b_Q\dot u_l)=E(a_Qu_l+b_Q\dot u_l)+b_Qu_l$. Projection on $a_Ku_l+b_K\dot u_l$ gives

$$\begin{aligned}H_{KQ}={}&\left(\tfrac12\mathbf K\cdot\mathbf Q+V_0\right)O(\mathbf g)+\frac{4\pi}\Omega\sum_{l\le l_{\max}}(2l+1)P_l\\&\times\left[E(a_Ka_Q+N_lb_Kb_Q)+a_Kb_Q+\tfrac12R^2p_Ks_Q\right].\end{aligned}$$

The last two terms are not separately symmetric, but the matching equations give $p_Ks_Q-p_Qs_K=(a_Kb_Q-a_Qb_K)W$. Since $\frac12R^2W=-1$, their antisymmetric parts cancel for each $l$.

The Laplacian form has $\frac12Q^2O(\mathbf g)$ outside and no surface term inside. By the divergence theorem, the surface sum over all $l$ equals $\frac12(Q^2-\mathbf K\cdot\mathbf Q)O(\mathbf g)$. Therefore

$$H^{\rm Lap}_{KQ}-H_{KQ}=\frac{2\pi R^2}\Omega\sum_{l>l_{\max}}(2l+1)P_l\,p_Ks_Q,$$

a non-Hermitian remainder that disappears for complete $l$. With all waves up to $RK_{\max}=6$, the largest element of $|H^{\rm Lap}-(H^{\rm Lap})^T|$ is 0.21 eV at $l_{\max}=4$ and $5.7\times10^{-5}$ eV at $l_{\max}=8$.

For the two waves $\mathbf G=0$ and $(2\pi/a)(0,0,-1)$, the overlaps build up as follows.

| contribution | $S_{11}$ | $S_{12}$ |
|---|---:|---:|
| interstitial | 0.73192 | −0.13278 |
| $l=0$ | 0.21171 | 0.16635 |
| $l=1$ | 0.04128 | −0.03938 |
| $l=2$ | 0.00180 | 0.00005 |
| total, $l_{\max}=12$ | 0.98674 | −0.00567 |

The sphere nearly restores the orthogonality that the interstitial alone lacks. The other elements are $S_{22}=0.99955$, $H_{11}=-8.56257$ eV, $H_{12}=0.02889$ eV and $H_{22}=-4.92138$ eV.

The secular equation is $(H_{11}-\lambda S_{11})(H_{22}-\lambda S_{22})=(H_{12}-\lambda S_{12})^2$. Near the lower root, start from $H_{11}/S_{11}=-8.6776$ eV. There $H_{12}-\lambda S_{12}=0.0289-0.0492=-0.0203$ eV and $H_{22}-\lambda S_{22}=3.752$ eV. The coupling lowers the root by $0.0203^2/(3.752\times0.98674)=1.1\times10^{-4}$ eV, to $-8.6777$ eV. The upper root is $-4.9236$ eV.

The free levels $V_0+K^2/2$ are $-8.6839$ and $-4.9236$ eV. The lower root is therefore 0.0062 eV too high, while the upper agrees to the digits shown. Its level lies 0.92 eV from $E$, against 4.68 eV for the lower one.

## Part (d): the energy parameter on the level

**Question.** Let $E=\varepsilon=V_0+K^2/2$. What is recovered for complete $l$, and what does truncation do to the Rayleigh quotient of this one LAPW?

**Answer.** Now $\kappa=K$, so $j_l(Kr)=\sqrt{I_l}\,u_l$. Matching gives $a_K=\sqrt{I_l}$ and $b_K=0$. For complete $l$, $\phi_{\mathbf K}$ is the plane wave throughout the cell. For every other basis function $\chi$, integration by parts gives $\langle\chi|H|\phi_K\rangle=\varepsilon\langle\chi|\phi_K\rangle$. Hence $\varepsilon$ is an eigenvalue for any plane-wave cutoff that includes $\mathbf K$.

With $E$ placed on each of the five lowest levels in turn, $RK_{\max}=4$ and $l_{\max}=12$ return $-8.6839$, $-4.9236$, $-3.0434$, $-1.1633$ and $0.7169$ eV, the free levels to rounding accuracy.

For finite $l_{\max}$, let $m$ be the norm of the omitted components. Their gradient-form energy is $\varepsilon m+T$, where

$$T=\frac{2\pi R^2}\Omega\sum_{l>l_{\max}}(2l+1)p_Ks_K.$$

The complete wave has $H=\varepsilon$ and $S=1$. Subtraction leaves $H_{KK}=\varepsilon(1-m)-T$ and $S_{KK}=1-m$, so

$$\frac{H_{KK}}{S_{KK}}=\varepsilon-\frac T{S_{KK}}.$$

The sign follows from $(x^2j_l')'=[l(l+1)-x^2]j_l$. Starting from positive $j_l$ near the origin, $j_l$ and $j_l'$ stay positive while $x^2<l(l+1)$. If this holds at $x=KR$ for all omitted $l$, then $T>0$ and the quotient lies below the true level. The upper-bound property is lost because the truncated function jumps at the sphere.

For band 5, $KR=2.683$, so the condition already holds at $l=3$. The shifts are $-0.329$, $-6.4\times10^{-3}$ and $-1.9\times10^{-5}$ eV for $l_{\max}=2,4,6$. A larger cutoff admits waves with larger $KR$, for which the condition may hold only from a higher $l$ onwards.

## Part (e): the energy parameter off the level

**Question.** With $E$ fixed away from a non-degenerate level, find the order of the energy error for complete $l$. Can a larger plane-wave cutoff remove it for the lowest band?

**Answer.** Put $\Delta=\varepsilon-E$ and let $\psi$ be the exact plane wave. Its radial part is proportional to $u_l+\Delta\dot u_l+\frac12\Delta^2\ddot u_l+\cdots$. The LAPW can reproduce the first two terms. Matching at $R$ then forces corrections of order $\Delta^2$ in its coefficients, so $\phi_K=\psi+\eta$ with $\eta=O(\Delta^2)$. The function $\eta$ is confined to the sphere and has zero value and slope at $R$.

Since $(H-\varepsilon)\psi=0$,

$$\langle\phi_K|H-\varepsilon|\phi_K\rangle=\langle\eta|H-\varepsilon|\eta\rangle=O(\Delta^4).$$

Couplings to other basis functions are $\langle\chi|H-\varepsilon|\eta\rangle=O(\Delta^2)$. Eliminating those functions squares the couplings, so their effect is also $O(\Delta^4)$, provided the remaining block of $H-\varepsilon S$ is not singular.

For band 5 at $RK_{\max}=6$ and $l_{\max}=12$, placing $E$ 2 eV below and above the level gives errors of $6.3\times10^{-5}$ and $9.1\times10^{-5}$ eV. At 4 eV they are $8.5\times10^{-4}$ and $1.78\times10^{-3}$ eV. Averaging the two sides removes the odd correction in $\Delta$; the averages grow with power 4.09.

For the lowest band, let $\tilde\psi$ be the normalised LAPW eigenvector, $\tilde\varepsilon$ its energy, and $w$ its weight on the exact ground state $\psi_1$. All other weight has energy at least $\varepsilon_2$, so $\tilde\varepsilon-\varepsilon_1\ge(\varepsilon_2-\varepsilon_1)(1-w)$. But $1-w$ is the least squared distance from $\psi_1$ to a multiple of $\tilde\psi$. It is at least the squared distance, counted inside the sphere only, from $\psi_1$ to the span of the available radial functions:

$$d^2=\frac{4\pi}\Omega\sum_l(2l+1)\min_{\alpha,\beta}\int_0^R|j_l(K_1r)-\alpha u_l-\beta\dot u_l|^2r^2dr.$$

Here $K_1$ is the wave number of $\psi_1$. This is positive when $\Delta\ne0$: $(h_l-E)^2$ annihilates $u_l$ and $\dot u_l$, but multiplies $j_l(K_1r)$ by $\Delta^2$. Thus

$$\tilde\varepsilon-\varepsilon_1\ge(\varepsilon_2-\varepsilon_1)d^2>0$$

for every cutoff, provided $l$ is complete. With $l_{\max}$ converged, raising the cutoff at fixed $E$ therefore cannot recover this free-electron level without error. At truncated $l$ the function jumps at the sphere and the bound does not apply; the error can then even be negative, as in the first row below.

Return to $E=-4$ eV. Errors relative to the free levels, in eV, are:

| $RK_{\max}$ | $l_{\max}$ | band 1 | band 5 |
|---:|---:|---:|---:|
| 8 | 2 | −0.00006 | −0.541 |
| 8 | 4 | 0.00231 | −0.0078 |
| 8 | 8 | 0.00232 | 0.0013 |
| 4 | 12 | 0.0042 | 0.0020 |
| 8 | 12 | 0.0023 | 0.0013 |
| 10 | 12 | 0.0021 | 0.0012 |

The tiny band-1 error at $l_{\max}=2$ is a cancellation between downward truncation and upward linearisation errors; the cancellation is lost, and the error grows, when more $l$ are added. At fixed $l_{\max}$ and $E$, enlarging the nested plane-wave set can only lower an ordered eigenvalue, by the min–max principle.

For band 1, $d^2=1.006\times10^{-5}$ and $\varepsilon_2-\varepsilon_1=3.760$ eV give a lower bound of $3.8\times10^{-5}$ eV. The error at $RK_{\max}=10$ is about 54 times larger, so the bound proves that an error remains but does not estimate its size. The largest change among the five bands between $RK_{\max}=8$ and 10 is still $2.6\times10^{-4}$ eV, so the last row is not the infinite-cutoff limit. Meanwhile the least eigenvalue of $S$ falls from 0.69 at $RK_{\max}=4$ to $1.5\times10^{-5}$ at 10: the basis approaches linear dependence, which makes the generalised eigenvalue problem more sensitive to rounding errors. The remaining bands and cutoffs are listed in the numerical output.

## Calculated quantities

```
a = 4.00 A, R = 1.60 A, V0 = -10.00 eV, E_l = -4.00 eV
k in units of 2pi/a: [0.1 0.2 0.3] ; 2pi/a = 1.57080 1/A
sphere volume fraction = 0.26808
largest error of interstitial formula against quadrature = 3.6e-16
largest error of R^2 W = -2 (atomic units) = 2.2e-14
largest matrix-element error, l_max 5, against quadrature = 3.3e-12 Ha
two waves, G/(2pi/a): [[0, 0, 0], [0, 0, -1]]
GR = 2.51327, j1(GR)/(GR) = 0.165104
interstitial: S11 0.731917, S12 -0.132785, H11 -6.35589 eV, H12 1.52757 eV
l=0: N_l 1.783e-03 eV^-2, adds S11 0.211706, S12 0.166350, H11 -2.10946 eV, H12 -1.63393 eV
l=1: N_l 3.169e-04 eV^-2, adds S11 0.041280, S12 -0.039377, H11 -0.11694 eV, H12 0.13227 eV
l=2: N_l 9.634e-05 eV^-2, adds S11 0.001802, S12 0.000048, H11 0.01863 eV, H12 0.00045 eV
l=3: N_l 3.900e-05 eV^-2, adds S11 0.000036, S12 0.000093, H11 0.00107 eV, H12 0.00264 eV
l_max 12: S11 0.986743, S12 -0.005673, S22 0.999552
l_max 12: H11 -8.56257, H12 0.02889, H22 -4.92138 eV
two-wave eigenvalues (eV): [-8.67772 -4.92359]
free-electron levels 1-5 (eV): [-8.68389 -4.92359 -3.04344 -1.16329  0.71686]
errors of bands 1-5 (eV) against l_max, at R Kmax = 8
l_max  2:  -6.21e-05  -1.05e-01  -2.21e-01  -3.80e-01  -5.41e-01
l_max  4:   2.31e-03  -3.04e-04  -1.34e-03  -3.63e-03  -7.76e-03
l_max  6:   2.31e-03   2.61e-06   1.64e-06   1.90e-04   1.30e-03
l_max  8:   2.32e-03   2.76e-06   2.85e-06   1.96e-04   1.32e-03
l_max 10:   2.32e-03   2.76e-06   2.85e-06   1.96e-04   1.32e-03
l_max 12:   2.32e-03   2.76e-06   2.85e-06   1.96e-04   1.32e-03
largest shift from l_max 10 to 12 = 2.7e-08 eV
errors of bands 1-5 (eV) against R Kmax, at l_max = 12
R Kmax  4.0,  17 waves, least S eigenvalue 6.9e-01:   4.20e-03   4.69e-06   4.58e-06   3.06e-04   1.97e-03
R Kmax  6.0,  57 waves, least S eigenvalue 4.8e-02:   2.89e-03   3.35e-06   3.45e-06   2.34e-04   1.54e-03
R Kmax  8.0, 132 waves, least S eigenvalue 9.2e-04:   2.32e-03   2.76e-06   2.85e-06   1.96e-04   1.32e-03
R Kmax 10.0, 264 waves, least S eigenvalue 1.5e-05:   2.06e-03   2.49e-06   2.55e-06   1.76e-04   1.19e-03
largest shift from R Kmax 8 to 10 = 2.6e-04 eV
band 1: d^2 = 1.006e-05, lower bound on error = 3.784e-05 eV
band 5, R Kmax 6, E_l = level -/+ 2 eV: errors   6.34e-05   9.09e-05 eV
band 5, R Kmax 6, E_l = level -/+ 4 eV: errors   8.51e-04   1.78e-03 eV
power of the mean error in |level - E_l| = 4.093
E_l set on each level, R Kmax 4 (eV): [-8.68389 -4.92359 -3.04344 -1.16329  0.71686]
largest error then = 6.4e-15 eV
single LAPW of band 5, E_l on level, l_max 2: shift -3.286e-01 eV
single LAPW of band 5, E_l on level, l_max 4: shift -6.356e-03 eV
single LAPW of band 5, E_l on level, l_max 6: shift -1.943e-05 eV
KR of band 5 = 2.6834
Laplacian form, R Kmax 6, largest |H-H^T| at l_max 4, 8, 12:   2.07e-01   5.74e-05   5.38e-10 eV
```
